# Fluctuation-corrected ordering threshold of a symmetric diblock copolymer

## Problem

Directed self-assembly prints lines with a diblock copolymer that forms lamellae. Consider a melt of identical AB chains with equal blocks. Each chain has $N$ segments of volume $v$ and statistical length $b$, the same for A and B, and $\chi$ is the Flory–Huggins parameter. The invariant polymerization index is $\bar N=Nb^6/v^2$.

(a) Find the value of $\chi N$ at which the uniform melt becomes unstable in mean field.

(b) Include composition fluctuations in the Fredrickson–Helfand approximation and find the ordering threshold as a function of $\bar N$.

(c) Evaluate it at $\bar N=1000$. With $b=0.52$ nm and $v=0.10$ nm³, find the $\chi$ that is needed and the lamellar period.

(d) Judge how far the result can be trusted at this $\bar N$.

## Hints

1. Label the A half of the chain by $\sigma=+1$ and the B half by $\sigma=-1$. Exchanging A and B reverses $\sigma$, which removes many terms.
2. Ask what field on ideal chains produces a weak composition wave. Its free energy to fourth order supplies all the coefficients.
3. The soft fluctuations lie on a spherical shell of wavevectors, not at one point. Integrate over the shell's thickness.
4. Use a Gaussian trial distribution with two unknowns: the wave amplitude and the inverse height of the fluctuation peak.
5. The transition is where two minima have equal free energy, not where one of them disappears.

## Solution

### The weak composition wave

Let $\psi=\phi_A-\tfrac12$ be the deviation of the local A fraction, with $\phi_A+\phi_B=1$. Energies are in units of $k_BT$ and lengths in units of $R_g=b\sqrt{N/6}$, so a wavevector $q$ becomes $y=qR_g$; put $x=y^2$. Two points at fractions $s,s'$ along a Gaussian chain are correlated by the factor $e^{-x|s-s'|}$.

Apply fields $\eta+W$ to A and $\eta-W$ to B. The single-chain partition function is
$$Q=\Big\langle \exp\Big(-\int_0^1 ds\,[\eta+\sigma W]\Big)\Big\rangle .$$
The free energy in the field, $-\ln Q$, is the free energy $f$ of the chains plus the field energy $\overline{\eta}+\overline{2W\psi}$, where bars are volume averages. Taking $\overline\eta=0$,
$$f=-\ln Q-\overline{2W\psi},$$
stationary in both fields. Impose $\psi=2A\cos\theta$, where $\theta$ is the phase of the wave, and try $W=W_1\cos\theta$.

At second order $\langle\cos\theta\cos\theta'\rangle=\tfrac12e^{-x|s-s'|}$, so $\ln Q=\tfrac14DW_1^2$ with
$$D(x)=\int_0^1\!\!\int_0^1 ds\,ds'\,\sigma\sigma' e^{-x|s-s'|}.$$
The two same-block regions contribute $4(x/2+e^{-x/2}-1)/x^2$ and the two cross regions $-2(1-e^{-x/2})^2/x^2$. Adding them,
$$D=\frac{2}{x^2}\left(x-3+4e^{-x/2}-e^{-x}\right).$$
Since $\overline{2W\psi}=2AW_1$, stationarity of $f=-\tfrac14DW_1^2-2AW_1$ gives $W_1=-4A/D$ and $f=4A^2/D$. No pressure $\eta$ is needed at this order, because $W$ changes the total density only through an integral odd in $\sigma$.

The interaction energy is $\chi N\,\overline{\phi_A\phi_B}=\chi N(\tfrac14-2A^2)$. The quadratic free energy per chain is therefore $(F-2\chi N)A^2$ with
$$F(x)=\frac4D=\frac{2x^2}{x-3+4e^{-x/2}-e^{-x}} .$$
For small $x$ this behaves as $24/x$, because connected blocks cannot separate over long distances. For large $x$ it behaves as $2x$, the entropy cost of fine structure. Between them lies a minimum, at $x_*=3.785$ with $F(x_*)=20.990$. The uniform melt becomes unstable when $2\chi N$ reaches this value:
$$(\chi N)_s=\tfrac12F(x_*)=10.495 .$$
This answers (a).

### The quartic coefficient

At fourth order $W_1$ also disturbs the total density at twice the wavevector, and a pressure $\eta=\eta_2\cos2\theta$ must cancel this. Collecting terms,
$$\ln Q=\tfrac14DW_1^2+\tfrac14g\,\eta_2^2-\tfrac18T\eta_2W_1^2+\left(\tfrac1{64}J-\tfrac1{32}D^2\right)W_1^4 .$$
The $D^2$ term is $-\tfrac12(\tfrac14DW_1^2)^2$ from expanding the logarithm. The others contain chain correlations at $x=x_*$:

- $g=2(p+e^{-p}-1)/p^2$ with $p=4x$, for two density points;
- $T$, for two $\sigma$ points with wavevector $q$ and one density point with $-2q$;
- $J$, for four $\sigma$ points with wavevectors $q,q,-q,-q$.

The prefactor of $T$ is $-\tfrac12$ from the exponential series times $\tfrac14$ from the product of cosines. That of $J$ is $\tfrac1{24}\cdot\tfrac6{16}$.

To evaluate $T$ and $J$, order the points along the chain. Each gap then decays at a rate set by the square of the summed wavevectors on one side of it. With successive gaps $u_1,u_2,u_3$ and $s_1<s_2<\dots$,
$$T=2\!\int\!\sigma_1\sigma_3e^{-x(u_1+u_2)}+4\!\int\!\sigma_2\sigma_3e^{-4xu_1-xu_2},$$
$$J=8\!\int\!\sigma_1\sigma_2\sigma_3\sigma_4\,e^{-x(u_1+u_3)}\left(2+e^{-4xu_2}\right).$$
These are integrals of exponentials over ordered positions, with $\sigma$ constant on each half.

Stationarity in $\eta_2$ gives $\eta_2=TW_1^2/(4g)$, and the two $\eta_2$ terms together become $-T^2W_1^4/(64g)$. Hence $f$ acquires the term
$$\tfrac1{64}\left(2D^2+T^2/g-J\right)W_1^4 .$$
Here $W_1=-4A/D$ may be inserted, since $f$ is stationary in $W_1$ and the correction to $W_1$ enters only at order $A^6$. Writing the result as $\tfrac14GA^4$,
$$G=\left(\frac2D\right)^4\left(2D^2+\frac{T^2}{g}-J\right)=156.56 .$$
A numerical self-consistent field calculation of weak lamellae, which does not use this expansion, gives 156.55. There is no cubic term in $\psi$, because exchanging A and B changes its sign. With $G>0$, mean-field ordering is continuous and starts at 10.495.

### The fluctuation Hamiltonian

Near the minimum, $x-x_*\simeq2y_*(y-y_*)$, so
$$F-2\chi N\simeq\epsilon+a(y-y_*)^2,$$
$$\epsilon=2[(\chi N)_s-\chi N],\qquad a=2x_*F''(x_*)=7.286 .$$
A volume $R_g^3$ contains
$$C=\frac{R_g^3}{Nv}=\frac{N^{1/2}b^3}{6^{3/2}v}=\frac{\bar N^{1/2}}{6^{3/2}}$$
chains. Using the same $G$ for all combinations of wavevectors, an approximation examined in (d), the energy of a fluctuating profile is
$$\frac{H}{k_BT}=C\left\{\frac12\!\int\!\frac{d^3y}{(2\pi)^3}[\epsilon+a(y-y_*)^2]|\psi_y|^2+\frac G{24}\!\int\! d^3s\,\psi^4\right\}.$$
For $\psi=2A\cos\theta$ the mean of $\psi^2$ is $2A^2$ and that of $\psi^4$ is $6A^4$, which returns $\epsilon A^2+\tfrac14GA^4$. The factor $C$ multiplies everything, so it acts as an inverse temperature: when many chains share a coil's volume, fluctuations are weak.

### Gaussian variational free energy

Take as trial distribution a mean wave $2A\cos\theta$ plus Gaussian fluctuations of variance $1/(C[r+a(y-y_*)^2])$ per mode. Here $r$ is the inverse height of the fluctuation peak, and the fluctuations are assumed isotropic even in the lamellar phase. Their local variance is
$$L=\frac{4\pi x_*}{(2\pi)^3C}\int_{-\infty}^{\infty}\frac{du}{r+au^2}=\frac{\kappa}{\sqrt r},\qquad \kappa=\frac{x_*}{2\pi C\sqrt a},$$
because the integral equals $\pi/\sqrt{ar}$. Its growth as $r\to0$ comes from the shell: a whole sphere of wavevectors softens together.

The variational free energy is that of the trial distribution plus the mean of $H$ minus the trial energy. The first part has $r$-derivative $L/2$ per chain, so it equals $\kappa\sqrt r$ up to a constant. The quadratic energies differ by $\tfrac12(\epsilon-r)L$. For the quartic term, Gaussian averaging gives $\overline{\psi^4}=6A^4+6(2A^2)L+3L^2$. Per chain,
$$\Phi=\epsilon A^2+\tfrac14GA^4+\kappa\sqrt r+\tfrac12(\epsilon-r)L+\tfrac12GA^2L+\tfrac18GL^2 .$$

In $\partial\Phi/\partial r$ the term $\kappa/(2\sqrt r)$ cancels $-L/2$, leaving
$$r=\epsilon+GA^2+\tfrac12GL .$$
Define $\beta=\tfrac12G\kappa$, so that $\tfrac12GL=\beta r^{-1/2}$. In the disordered phase $A=0$ and
$$r_D=\epsilon+\beta r_D^{-1/2}.$$
This has a positive solution for any $\epsilon$, however negative. In this model the disordered phase never becomes locally unstable, and the mean-field instability is gone.

In the lamellar phase, $\partial\Phi/\partial A=0$ gives $\epsilon+\tfrac12GA^2+\tfrac12GL=0$. Subtracting this from the equation for $r$,
$$GA^2=2r_L,\qquad -r_L=\epsilon+\beta r_L^{-1/2}.$$
The second equation has two roots when $-\epsilon$ is large enough. To choose between them, note that $\partial\Phi/\partial(A^2)=r-\tfrac12GA^2$ once $r$ has been optimized, and that $dr/d(GA^2)=1/(1+\tfrac12\beta r^{-3/2})$. A minimum needs this slope to exceed $\tfrac12$, so $r_L>(\beta/2)^{2/3}$: the larger root.

### Equal free energies

For disorder, $GL=2\beta r_D^{-1/2}$, $G\kappa=2\beta$ and $\epsilon-r_D=-\beta r_D^{-1/2}$, so
$$G\Phi_D=2\beta\sqrt{r_D}-\frac{\beta^2}{2r_D}.$$
Replace $\beta^2/r_D$ by $(r_D-\epsilon)^2$ and use $r_D\epsilon=r_D^2-\beta\sqrt{r_D}$:
$$G\Phi_D=\beta\sqrt{r_D}+\tfrac12r_D^2-\tfrac12\epsilon^2 .$$

For lamellae put $m=\beta r_L^{-1/2}=-(r_L+\epsilon)$. Then $GA^2=2r_L$ and $GL=2m$ give
$$G\Phi_L=2r_L\epsilon+r_L^2+2\beta\sqrt{r_L}+(\epsilon+r_L)m+\tfrac12m^2 .$$
The last two terms sum to $-\tfrac12m^2=-\tfrac12(r_L+\epsilon)^2$, so $G\Phi_L=2\beta\sqrt{r_L}+\tfrac12r_L^2+r_L\epsilon-\tfrac12\epsilon^2$. With $r_L\epsilon=-r_L^2-\beta\sqrt{r_L}$,
$$G\Phi_L=\beta\sqrt{r_L}-\tfrac12r_L^2-\tfrac12\epsilon^2 .$$
Equating the phases,
$$\beta(\sqrt{r_L}-\sqrt{r_D})=\tfrac12(r_L^2+r_D^2).$$

Now set $r=\beta^{2/3}\rho$ and $\epsilon=\beta^{2/3}e$. All powers of $\beta$ cancel:
$$\rho_D=e+\rho_D^{-1/2},\qquad-\rho_L=e+\rho_L^{-1/2},$$
$$\sqrt{\rho_L}-\sqrt{\rho_D}=\tfrac12(\rho_L^2+\rho_D^2).$$
The numerical solution is $e_t=-2.031$, $\rho_D=0.201$, $\rho_L=1.059$. Since $\chi N=(\chi N)_s-\epsilon/2$, the threshold is $(\chi N)_s+1.015\,\beta^{2/3}$. Inserting $\kappa$ and $C$,
$$\beta=\frac{Gx_*}{4\pi C\sqrt a}=\frac{6^{3/2}Gx_*}{4\pi\sqrt{a\bar N}}=\frac{256.8}{\sqrt{\bar N}},$$
$$(\chi N)_{\rm ODT}=10.495+41.0\,\bar N^{-1/3}.$$
This answers (b). The amplitude jumps from zero to a finite value, so the transition is first order in this approximation.

### Numbers at $\bar N=1000$

Here $\beta=8.120$ and $\beta^{2/3}=4.040$, so
$$(\chi N)_{\rm ODT}=10.495+1.015\times4.040=14.6 .$$
Direct numerical minimization of $\Phi$ in both phases gives the same threshold, which checks the algebra but not the approximations behind $\Phi$.

The given $b$ and $v$ yield $\bar N/N=b^6/v^2=1.977$. Hence $N=506$, $R_g=4.77$ nm, and the period is $2\pi R_g/y_*=15.4$ nm with $y_*=1.946$. The required $\chi$ is $14.6/506=0.0289$, against $10.495/506=0.0207$ in mean field. This theory holds the period at its value for the mean-field instability. In mean field the equilibrium period, in units of $R_g$, grows as $\chi N$ rises beyond that point, by 14% at $\chi N=14.6$, which would give 17.6 nm; 15.4 nm is therefore probably too short.

### How far to trust the threshold

The theory needs at least a small amplitude and a thin shell. At the transition $r_L=4.28$, so $A=\sqrt{2r_L/G}=0.234$, and the local A fraction swings by $2A=0.47$ about one half. The mean profile thus runs from 0.03 to 0.97, almost the whole allowed range, so the wave is not weak. In mean field, at fixed period, the quartic theory assigns a first harmonic of this size to $\chi N=12.6$; the full self-consistent field calculation, whose profile also contains higher harmonics, assigns it to 15.5. The terms beyond fourth order are thus worth 2.9 in $\chi N$ at this amplitude and fixed period, and 1.9 if the period is allowed to relax. Either is comparable with the fluctuation shift of 4.1.

The shell's half-width $\sqrt{r/a}$ is 17% of $y_*$ in the disordered phase and 39% in the lamellar phase. With the full $F(x)$, the variance $L$ has a large-wavevector part independent of $r$. It shifts $\epsilon$ by the same amount in both phases and is dropped here, so the $\chi N$ of this theory need not equal one computed from segment energies. What matters is $-dL/dr$: its full value exceeds the shell value by 10% in the disordered phase and by 53% in the lamellar phase.

Finally, $G$ depends on the angle between wavevectors. Its average over directions is 9% larger than the value used. Rescaling the whole shift by this factor would give 14.8, but that overstates the effect: the wave's own term $\tfrac14GA^4$ involves only collinear wavevectors and keeps the smaller $G$, which favours the lamellae and cancels most of the increase. Solving the variational equations with the angle-dependent vertex and a direction-dependent $r$ gives 14.61, a change of only 0.02.

The Gaussian trial distribution also leaves out correlations between the fluctuations. None of the estimates above covers this omission, and it need not be small.

The value 14.6 is therefore the prediction of a theory used outside its controlled range. The effects above are not error bars, but the largest of them amounts to whole units of $\chi N$. The result is therefore an estimate of the size of the fluctuation shift, and not even the integer part of the threshold is secure.

### Beside a real lithographic material

The values of $b$ and $v$ are rough typical ones for polystyrene-block-poly(methyl methacrylate). The $\chi=0.03$ used below is only illustrative. A value of $\chi$ is proportional to the segment volume it refers to, so one quoted per monomer, a larger volume, becomes smaller at $v=0.10$ nm³, and a smaller $\chi$ raises the smallest period. This polymer has been used to pattern periods of roughly 25 to 30 nm, well above the 15 nm found here; the example does not predict its actual limit. Real chains vary in length. If each block independently has a Schulz distribution of dispersity 1.10 (chain dispersity 1.05), the mean-field instability falls from $\chi N=10.5$ to 9.7, where $N$ is now the number-average chain length. Real films are also thin and lie on guiding patterns whose surface fields favour one block or one orientation; the bulk model omits this, and its effect on the threshold is not estimated here.

## Variation 1: the smallest period at fixed $\chi$

*Keep $b$ and $v$, fix $\chi=0.03$, and shorten the chain. What is the smallest period that orders?*

Now $\bar N=1.977N$ changes with the chain, so $N$ must satisfy
$$0.03\,N=10.495+41.0\,(1.977N)^{-1/3}.$$
The left side rises with $N$ and the right side falls, so there is one solution: $N=488$, with $\bar N=965$ and $\chi N=14.6$. Mean field would allow $N=10.495/0.03=350$. With $y_*$ held fixed, the period scales as $\sqrt N$, so the limit rises from 12.8 nm to 15.1 nm, a half-pitch of 7.6 nm. Within this theory, fluctuations cost 18% in the smallest period at fixed $\chi$, $b$ and $v$. This figure rests on holding $y_*$ fixed: with the mean-field growth of the period at $\chi N=14.6$, the limit would be about 17 nm and the cost about 35%.

A chain chosen at this limit has no margin. If $\chi$ varied as $1/T$, heating by 10 K from 500 K would lower $\chi N$ by about $14.6\times10/500=0.29$ and disorder the melt. In polystyrene-block-poly(methyl methacrylate) $\chi$ varies much more weakly with temperature than $1/T$, so the loss there is smaller. A design rule based on this threshold needs a margin for the theory's own uncertainty and, where $\chi$ falls on heating, for temperature as well.

## Variation 2: longer chains

*How do the threshold and the quality of the approximation change at $\bar N=10^4$ and $10^6$?*

The formula gives 12.4 and 10.9. The approach to mean field is slow, because the shift falls only as $\bar N^{-1/3}$: a thousandfold increase of $\bar N$ reduces it tenfold, from 4.10 to 0.41.

The amplitude and the shell width, which must be small for the expansion to hold, fall more slowly still. Both $r_L$ and $A^2=2r_L/G$ scale as $\beta^{2/3}\propto\bar N^{-1/3}$, so the amplitude and the shell width scale as $\bar N^{-1/6}$. From $\bar N=10^3$ to $10^6$ each falls by $\sqrt{10}\approx3.2$: the swing $2A$ from 0.47 to 0.15, and the lamellar shell's half-width from 39% to 12% of $y_*$. Sixth-order terms, relative to quartic ones, scale as $A^2$ and fall tenfold, at the same rate as the shift itself. These measures of error therefore improve with $\bar N$, but slowly. They do not include the correlations left out by the Gaussian trial distribution, so a small correction is not by itself an accurate one.

Most of the values used here, with further digits, are in the numerical output below; the angle-resolved threshold and the values at relaxed period are not among them.

## Computed values

```
x_star = 3.7852, y_star = 1.9456
F(x_star) = 20.9897
mean-field spinodal chi N = 10.4949
F''(x_star) = 0.9624, curvature a = 7.2856
quartic vertex G, chain correlations = 156.564
quartic vertex G, field theory = 156.554
scaled transition point e_t = -2.03081
scaled r: disorder 0.20080, lamella 1.05912
beta * sqrt(Nbar) = 256.784
coefficient of Nbar^(-1/3) = 41.022
Nbar = 1000: C = 2.1517
beta = 8.1202, beta^(2/3) = 4.0400
shift of chi N = 4.1022
threshold chi N, formula = 14.5971
threshold chi N, minimization = 14.5971
r at transition: disorder 0.8112, lamella 4.2788
A = 0.2338, composition swing 2A = 0.4676
threshold chi N at Nbar = 1e+04: 12.3989
threshold chi N at Nbar = 1e+06: 10.9051
minimization at Nbar = 1e+06: 10.9051
inputs: b = 0.52 nm, v = 0.10 nm^3, chi = 0.030
Nbar / N = 1.9771
N at Nbar = 1000: 505.8, Rg = 4.774 nm
lamellar period at Nbar = 1000: 15.42 nm
chi needed, mean field = 0.02075
chi needed, with fluctuations = 0.02886
smallest N at given chi, mean field = 349.8
smallest N at given chi, fluctuations = 488.2
its Nbar = 965.2, chi N = 14.646
smallest period, mean field = 12.82 nm
smallest period, fluctuations = 15.15 nm
smallest half-pitch, fluctuations = 7.57 nm
angle-averaged vertex / G = 1.0909
threshold with averaged loop vertex = 14.842
shell half-width / y_star, disorder = 0.172
shell half-width / y_star, lamella = 0.394
full/shell loop slope at r = 0.001: 1.0001
full/shell loop slope, disorder = 1.100
full/shell loop slope, lamella = 1.531
mean-field chi N at swing 2A, quartic = 12.634
mean-field chi N at swing 2A, all orders = 15.548
block dispersity 1.10: spinodal chi N = 9.700
chain dispersity in that case = 1.050
annealing: T = 500 K, change = 10 K
chi N change if chi ~ 1/T: 0.292
```
